# Cartesian form of the Wigner symbols (1 1 0), (1 1 1), (1 1 2): a program that tests the result

```python
"""
Result under test: contracting Wigner 3j symbols with spherical unit vectors gives
  (1 1 0) -> -delta_ij/sqrt(3)
  (1 1 1) -> +i epsilon_ijk/sqrt(6)
  (1 1 2) -> +P_ijkl/sqrt(5)
P_ijkl = (delta_ik delta_jl + delta_il delta_jk)/2 - delta_ij delta_kl/3.
U[m,i] is Cartesian component i of the spherical unit vector e_m (Condon-Shortley),
and a vector has spherical components a_m = sum_i U[m,i] a_i (no conjugation).
E[M,k,l] are the five spin-2 tensors obtained by lowering e_+1 (x) e_+1.
All quantities are dimensionless.
"""
import numpy as np
from sympy.physics.wigner import wigner_3j

TOL = 1e-12


def close(left, right):
    return np.allclose(left, right, rtol=0, atol=TOL)


def show(label, value):
    value = complex(value)
    re, im = round(value.real, 6) + 0.0, round(value.imag, 6) + 0.0
    text = f"{re:.6f}" if abs(value.imag) < TOL else f"{re:.6f} {im:+.6f} i"
    print(f"{label} = {text} (dimensionless)")


def three_j(L):
    """Array of (1 1 L; m1 m2 m3), each index running from its maximum down."""
    return np.array([[[float(wigner_3j(1, 1, L, m1, m2, m3))
                       for m3 in range(L, -L - 1, -1)]
                      for m2 in (1, 0, -1)] for m1 in (1, 0, -1)])


# Cartesian tensors, built without angular momentum coupling
delta = np.eye(3)
eps = np.array([[[np.dot(delta[i], np.cross(delta[j], delta[k]))
                  for k in range(3)] for j in range(3)] for i in range(3)])
direct = np.einsum("ik,jl->ijkl", delta, delta)
exchange = np.einsum("il,jk->ijkl", delta, delta)
trace_part = np.einsum("ij,kl->ijkl", delta, delta) / 3
P = (direct + exchange) / 2 - trace_part

# Spherical basis and its phases, tested with the rotation generators
s = 1 / np.sqrt(2)
U = np.array([[-s, -1j * s, 0], [0, 0, 1], [s, -1j * s, 0]])
generators = -1j * eps
L_plus = generators[0] + 1j * generators[1]
L_minus = generators[0] - 1j * generators[1]
for row, m in enumerate((1, 0, -1)):
    assert close(generators[2] @ U[row], m * U[row])
    assert close(U[row].conj(), (-1) ** m * U[2 - row])
assert close(L_plus @ U[1], np.sqrt(2) * U[0])
assert close(L_minus @ U[1], np.sqrt(2) * U[2])
assert close(U @ U.conj().T, np.eye(3))
assert close(np.linalg.det(U), -1j)

# Spin-2 tensors from the highest weight by lowering
tensors = [np.outer(U[0], U[0])]
for M in (2, 1, 0, -1):
    lowered = L_minus @ tensors[-1] + tensors[-1] @ L_minus.T
    tensors.append(lowered / np.sqrt(6 - M * (M - 1)))
E = np.array(tensors)
assert close(np.einsum("aij,bij->ab", E.conj(), E), np.eye(5))
assert close(np.einsum("aii->a", E), 0)
assert close(E, E.transpose(0, 2, 1))
for row, M in enumerate((2, 1, 0, -1, -2)):
    assert close(E[row].conj(), (-1) ** M * E[4 - row])

# 3j values, compared with those from highest-weight states and lowering
W = {L: three_j(L) for L in (0, 1, 2)}
assert close([W[0][0, 2, 0], W[0][1, 1, 0], W[0][2, 0, 0]],
             np.array([1, -1, 1]) / np.sqrt(3))
assert close(W[1], -eps / np.sqrt(6))
assert close([W[2][0, 0, 4], W[2][0, 1, 3], W[2][0, 2, 2], W[2][1, 1, 2]],
             [5 ** -0.5, -10 ** -0.5, 30 ** -0.5, (2 / 15) ** 0.5])

# Transformation of all indices, and the same with conjugated matrices
T0 = np.einsum("abc,ai,bj->ij", W[0], U, U)
T1 = np.einsum("abc,ai,bj,ck->ijk", W[1], U, U, U)
T2 = np.einsum("abc,ai,bj,ckl->ijkl", W[2], U, U, E)
assert close(T0, -delta / np.sqrt(3))
assert close(T1, 1j * eps / np.sqrt(6))
assert close(T2, P / np.sqrt(5))
V, F = U.conj(), E.conj()
assert close(np.einsum("abc,ai,bj->ij", W[0], V, V), T0)
assert close(np.einsum("abc,ai,bj,ck->ijk", W[1], V, V, V), -T1)
assert close(np.einsum("abc,ai,bj,ckl->ijkl", W[2], V, V, F), T2)

# Unit norm of the symbols and of their Cartesian images
for L, T in enumerate((T0, T1, T2)):
    assert close(np.sum(W[L] ** 2), 1)
    assert close(np.sum(abs(T) ** 2), 1)
assert close([np.sum(delta ** 2), np.sum(eps ** 2), np.sum(P ** 2)], [3, 6, 5])
assert close(np.einsum("ijmn,mnkl->ijkl", P, P), P)

# Projectors on the L = 0, 1, 2 parts of a dyad, from 3j symbols
K = []
for L in (0, 1, 2):
    half = np.einsum("abc,ai,bj->cij", W[L], U, U)
    K.append((2 * L + 1) * np.einsum("cij,ckl->ijkl", half, half.conj()))
assert close(K[0], trace_part)
assert close(K[1], (direct - exchange) / 2)
assert close(K[2], P)
assert close(sum(K), direct)

# Worked example
a, b, c = np.array([1., 2, 2]), np.array([2., 0, 1]), np.array([1., 1, 2])
a_s, b_s, c_s = U @ a, U @ b, U @ c
Q = np.outer(c, c) - np.dot(c, c) * delta / 3
Q_s = np.array([c_s[0] ** 2, np.sqrt(2) * c_s[0] * c_s[1],
                2 * (c_s[1] ** 2 + c_s[0] * c_s[2]) / np.sqrt(6),
                np.sqrt(2) * c_s[2] * c_s[1], c_s[2] ** 2])
assert close(Q_s, np.einsum("mkl,kl->m", E, Q))
sum0 = np.einsum("abc,a,b->", W[0], a_s, b_s)
sum1 = np.einsum("abc,a,b,c->", W[1], a_s, b_s, c_s)
sum2 = np.einsum("abc,a,b,c->", W[2], a_s, b_s, Q_s)
triple = np.dot(a, np.cross(b, c))
assert close(sum0, -np.dot(a, b) / np.sqrt(3))
assert close(sum1, 1j * triple / np.sqrt(6))
assert close(sum2, a @ Q @ b / np.sqrt(5))

dyad = np.outer(a, b)
weights = [np.sum(abs(np.einsum("ijkl,kl->ij", k, dyad)) ** 2) for k in K]
total = np.dot(a, a) * np.dot(b, b)
sym = (dyad + dyad.T) / 2 - np.dot(a, b) * delta / 3
assert close(weights, [np.dot(a, b) ** 2 / 3,
                       np.sum(np.cross(a, b) ** 2) / 2, np.sum(sym ** 2)])
assert close(sum(weights), total)

show("3j (1 1 0; 1 -1 0)", W[0][0, 2, 0])
show("3j (1 1 0; 0 0 0)", W[0][1, 1, 0])
show("3j (1 1 1; 1 0 -1)", W[1][0, 1, 2])
show("3j (1 1 2; 1 1 -2)", W[2][0, 0, 4])
show("3j (1 1 2; 1 0 -1)", W[2][0, 1, 3])
show("3j (1 1 2; 1 -1 0)", W[2][0, 2, 2])
show("3j (1 1 2; 0 0 0)", W[2][1, 1, 2])
show("det U, rows +1,0,-1", np.linalg.det(U))
show("Cartesian (1 1 0), xx", T0[0, 0])
show("Cartesian (1 1 1), xyz", T1[0, 1, 2])
show("Cartesian (1 1 2), xx,xx", T2[0, 0, 0, 0])
show("Cartesian (1 1 2), xx,yy", T2[0, 0, 1, 1])
show("Cartesian (1 1 2), xy,xy", T2[0, 1, 0, 1])
for name, vector in (("a", a), ("b", b), ("c", c)):
    print(f"vector {name} = {vector.tolist()} (dimensionless)")
for name, comps in (("a", a_s), ("b", b_s), ("c", c_s)):
    for m, value in zip((1, 0, -1), comps):
        show(f"{name}_m, m={m:+d}", value)
for M, value in zip((2, 1, 0, -1, -2), Q_s):
    show(f"Q_M, M={M:+d}", value)
show("a.b", np.dot(a, b))
show("a.(b x c)", triple)
show("a.Q.b", a @ Q @ b)
show("3j sum (1 1 0)", sum0)
show("3j sum (1 1 1)", sum1)
show("3j sum (1 1 2)", sum2)
for L, weight in enumerate(weights):
    show(f"squared norm of L={L} part of a(x)b", weight)
show("|a|^2 |b|^2", total)
print("all assertions hold")
```

It prints:

```
3j (1 1 0; 1 -1 0) = 0.577350 (dimensionless)
3j (1 1 0; 0 0 0) = -0.577350 (dimensionless)
3j (1 1 1; 1 0 -1) = -0.408248 (dimensionless)
3j (1 1 2; 1 1 -2) = 0.447214 (dimensionless)
3j (1 1 2; 1 0 -1) = -0.316228 (dimensionless)
3j (1 1 2; 1 -1 0) = 0.182574 (dimensionless)
3j (1 1 2; 0 0 0) = 0.365148 (dimensionless)
det U, rows +1,0,-1 = 0.000000 -1.000000 i (dimensionless)
Cartesian (1 1 0), xx = -0.577350 (dimensionless)
Cartesian (1 1 1), xyz = 0.000000 +0.408248 i (dimensionless)
Cartesian (1 1 2), xx,xx = 0.298142 (dimensionless)
Cartesian (1 1 2), xx,yy = -0.149071 (dimensionless)
Cartesian (1 1 2), xy,xy = 0.223607 (dimensionless)
vector a = [1.0, 2.0, 2.0] (dimensionless)
vector b = [2.0, 0.0, 1.0] (dimensionless)
vector c = [1.0, 1.0, 2.0] (dimensionless)
a_m, m=+1 = -0.707107 -1.414214 i (dimensionless)
a_m, m=+0 = 2.000000 (dimensionless)
a_m, m=-1 = 0.707107 -1.414214 i (dimensionless)
b_m, m=+1 = -1.414214 (dimensionless)
b_m, m=+0 = 1.000000 (dimensionless)
b_m, m=-1 = 1.414214 (dimensionless)
c_m, m=+1 = -0.707107 -0.707107 i (dimensionless)
c_m, m=+0 = 2.000000 (dimensionless)
c_m, m=-1 = 0.707107 -0.707107 i (dimensionless)
Q_M, M=+2 = 0.000000 +1.000000 i (dimensionless)
Q_M, M=+1 = -2.000000 -2.000000 i (dimensionless)
Q_M, M=+0 = 2.449490 (dimensionless)
Q_M, M=-1 = 2.000000 -2.000000 i (dimensionless)
Q_M, M=-2 = 0.000000 -1.000000 i (dimensionless)
a.b = 4.000000 (dimensionless)
a.(b x c) = -3.000000 (dimensionless)
a.Q.b = 20.000000 (dimensionless)
3j sum (1 1 0) = -2.309401 (dimensionless)
3j sum (1 1 1) = 0.000000 -1.224745 i (dimensionless)
3j sum (1 1 2) = 8.944272 (dimensionless)
squared norm of L=0 part of a(x)b = 5.333333 (dimensionless)
squared norm of L=1 part of a(x)b = 14.500000 (dimensionless)
squared norm of L=2 part of a(x)b = 25.166667 (dimensionless)
|a|^2 |b|^2 = 45.000000 (dimensionless)
all assertions hold
```
